# Slater integrals of a thin radial shell and the ratio F^4/F^2: verification in Python

```python
"""
Result under test (Hartree atomic units):
    F^k = (1/R) [1 - (2k+1) <|r1-r2|> / (2R)]  + second order in width/R
for a thin radial shell, and F^4/F^2 -> 1 for nodeless hydrogenic orbitals.

F^k   : double integral of P(r1)^2 P(r2)^2 r_<^k / r_>^(k+1)
P^2   : normalized radial density;  R : mean radius;  sigma : its spread
s, x  : (r1+r2)/2 and |r1-r2|/(r1+r2);  X : mean of x
g_k   : (1-x)^k / (1+x)^(k+1), so that the kernel equals g_k(x)/s
n, l  : quantum numbers, nodeless when l = n-1;  Z : nuclear charge
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.special import gammaln, eval_genlaguerre

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


@lru_cache(maxsize=None)
def unit_gauss(points):
    nodes, weights = np.polynomial.legendre.leggauss(points)
    return (nodes + 1) / 2, weights / 2


def pair_average(density, kernel, low, high, points=200):
    """Average of a symmetric kernel(smaller, larger) over two radii.

    The ordered triangle is integrated, so the kink at r1=r2 is harmless.
    """
    u, w = unit_gauss(points)
    larger = (low + (high - low) * u)[:, None]
    smaller = low + (larger - low) * u[None, :]
    weight = (high - low) * w[:, None] * (larger - low) * w[None, :]
    return 2 * np.sum(weight * density(larger) * density(smaller)
                      * kernel(smaller, larger))


def slater_integral(density, k, low, high, points=200):
    return pair_average(density, lambda a, b: (a / b)**k / b,
                        low, high, points)


def distance(a, b):
    return b - a


# Kernel expansion and its two-sided bound
x_sym, k_sym = sp.symbols("x k", positive=True)
g_sym = (1 - x_sym)**k_sym * (1 + x_sym)**(-k_sym - 1)
first = sp.diff(g_sym, x_sym).subs(x_sym, 0)
second = sp.diff(g_sym, x_sym, 2).subs(x_sym, 0) / 2
assert sp.simplify(first + 2 * k_sym + 1) == 0
assert sp.simplify(second - (2 * k_sym**2 + 2 * k_sym + 1)) == 0
x_grid = np.linspace(0, 1, 1001)
for k in range(7):
    g_grid = (1 - x_grid)**k / (1 + x_grid)**(k + 1)
    line = 1 - (2 * k + 1) * x_grid
    parabola = line + (2 * k**2 + 2 * k + 1) * x_grid**2
    assert np.all(g_grid >= line - 1e-13)
    assert np.all(g_grid <= parabola + 1e-13)


# Model shell with a cosine-squared density
def cosine_density(radius, width):
    return lambda r: 2 / width * np.cos(np.pi * (r - radius) / width)**2


def shell_data(radius, width):
    density = cosine_density(radius, width)
    low, high = radius - width / 2, radius + width / 2
    mean_d = pair_average(density, distance, low, high)
    variance = pair_average(density, lambda a, b: (b - a)**2 / 2, low, high)
    values = {k: slater_integral(density, k, low, high) for k in (0, 2, 4)}
    return mean_d, variance, values


R_shell, w_shell = 10.0, 1.0
mean_d, variance, F_shell = shell_data(R_shell, w_shell)
assert abs(mean_d - w_shell * (1/3 - 5 / (4 * np.pi**2))) < 1e-11
assert abs(variance - w_shell**2 * (1/12 - 1 / (2 * np.pi**2))) < 1e-11

# In a much thinner shell the error must be the predicted second-order term
thin_d, thin_var, F_thin = shell_data(R_shell, 0.1)
for k in (0, 2, 4):
    linear = 1 - (2 * k + 1) * thin_d / (2 * R_shell)
    coefficient = (R_shell * F_thin[k] - linear) * R_shell**2 / thin_var
    # the next order in width/R is below two percent of this coefficient
    assert abs(coefficient / (k**2 + k + 1) - 1) < 0.02

print(f"Model shell: R = {R_shell:.1f} bohr, full width = {w_shell:.1f} bohr")
print(f"mean |r1-r2| = {mean_d:.5f} bohr")
print(f"sigma = {np.sqrt(variance):.5f} bohr")
print(f"mean |r1-r2|/(2R) = {mean_d / (2 * R_shell):.6f}")
for k in (0, 2, 4):
    linear = (1 - (2 * k + 1) * mean_d / (2 * R_shell)) / R_shell
    quadratic = linear + (k**2 + k + 1) * variance / R_shell**3
    assert abs(quadratic - F_shell[k]) < abs(linear - F_shell[k])
    print(f"F^{k}: quadrature {F_shell[k]:.6f}, linear {linear:.6f}, "
          f"second order {quadratic:.6f} hartree")
print(f"F^2 by quadrature = {F_shell[2] * HARTREE_EV:.4f} eV")
print(f"Shell F^4/F^2: quadrature {F_shell[4] / F_shell[2]:.5f}, "
      f"linear {1 - 2 * mean_d / R_shell:.5f}")

# The nodeless function solves the hydrogenic radial equation
r_sym, n_sym, Z_sym = sp.symbols("r n Z", positive=True)
P_sym = r_sym**n_sym * sp.exp(-Z_sym * r_sym / n_sym)
residual = (-sp.diff(P_sym, r_sym, 2) / (2 * P_sym)
            + n_sym * (n_sym - 1) / (2 * r_sym**2)
            - Z_sym / r_sym + Z_sym**2 / (2 * n_sym**2))
assert sp.simplify(residual) == 0


def nodeless_density(n):
    """Density for Z=1, normalized."""
    log_norm = (2 * n + 1) * np.log(2 / n) - gammaln(2 * n + 1)
    return lambda r: np.exp(log_norm + 2 * n * np.log(r) - 2 * r / n)


def mean_x(n):
    return np.exp(gammaln(2*n + 1.5) - gammaln(2*n + 2)) / np.sqrt(np.pi)


def mean_g(n, k):
    """Average of g_k(x) with weight (1-x^2)^(2n)."""
    u, w = unit_gauss(200)
    top = min(1.0, 10 / np.sqrt(4 * n))
    x = top * u
    weight = w * np.exp(2 * n * np.log1p(-x * x))
    return np.sum(weight * (1-x)**k / (1+x)**(k+1)) / np.sum(weight)


def nodeless_ratio(n):
    return mean_g(n, 4) / mean_g(n, 2)


print("Nodeless hydrogenic orbitals, Z = 1, l = n-1 (ratios dimensionless):")
for n in (3, 4, 10, 20, 40, 100, 1000):
    R = n * (2 * n + 1) / 2
    sigma = n * np.sqrt(2 * n + 1) / 2
    low, high = max(0.0, R - 16 * sigma), R + 16 * sigma
    density = nodeless_density(n)
    X = mean_x(n)
    norm = pair_average(density, lambda a, b: 1.0, low, high)
    center = pair_average(density, lambda a, b: (a + b) / 2, low, high)
    spread = pair_average(density, lambda a, b: (b - a)**2 / 2, low, high)
    separation = pair_average(density, distance, low, high)
    x_square = pair_average(density, lambda a, b: ((b-a)/(b+a))**2, low, high)
    assert abs(norm - 1) < 1e-9
    assert abs(center / R - 1) < 1e-9
    assert abs(spread / sigma**2 - 1) < 1e-8
    assert abs(separation / (2 * R) - X) < 1e-9
    assert abs(x_square - 1 / (4 * n + 3)) < 1e-9
    F = {k: slater_integral(density, k, low, high) for k in (0, 2, 4)}
    prefactor = (4 * n + 2) / (4 * n + 1)
    for k in (0, 2, 4):
        assert abs(R * F[k] - prefactor * mean_g(n, k)) < 1e-8
        lower = prefactor * (1 - (2 * k + 1) * X)
        upper = lower + prefactor * (2 * k**2 + 2 * k + 1) / (4 * n + 3)
        assert lower < R * F[k] < upper
    ratio = F[4] / F[2]
    assert 1 - 9 * X < ratio < 1
    print(f"n={n}: R={R:.1f} bohr, sigma/R={sigma / R:.4f}, X={X:.5f}, "
          f"F^4/F^2={ratio:.5f}, 1-4X={1 - 4 * X:.5f}, 1-9X={1 - 9 * X:.5f}")
    if n == 3:
        print(f"n=3: R*F^2 = {R * F[2]:.5f}, linear estimate of it = "
              f"{1 - 5 * X:.5f}")

# Asymptotic separation and the approach of the ratio to one
assert abs(mean_x(1000) * np.sqrt(np.pi * 2001) - 1) < 1e-3
n_huge = 10**6
error_scaled = ((nodeless_ratio(n_huge) - 1 + 4 * mean_x(n_huge))
                * (2 * n_huge + 1))
error_limit = 14 - 20 / np.pi
# corrections fall only as the inverse square root of n
assert abs(error_scaled / error_limit - 1) < 0.02
print(f"(2n+1) * error of 1-4X: {error_scaled:.4f} at n={n_huge}, "
      f"limit {error_limit:.4f}")

threshold_n = 3
while nodeless_ratio(threshold_n) <= 0.9:
    threshold_n += 1
    assert nodeless_ratio(threshold_n) > nodeless_ratio(threshold_n - 1)
print(f"Smallest n with nodeless F^4/F^2 above 0.9: {threshold_n} "
      f"(ratio {nodeless_ratio(threshold_n):.5f})")


# Contrast: l fixed at 2, so that nodes accumulate as n grows
def hydrogen_density(n, l):
    log_norm = (3 * np.log(2 / n) + gammaln(n - l)
                - np.log(2 * n) - gammaln(n + l + 1))

    def density(r):
        rho = 2 * r / n
        envelope = np.exp((log_norm - rho) / 2 + l * np.log(rho)) * r
        return (envelope * eval_genlaguerre(n - l - 1, 2 * l + 1, rho))**2
    return density


def classical_integral(k):
    """Limit density in y=r/(2n^2), with y=sin(t)^2 removing the endpoint."""
    return pair_average(lambda t: 4 / np.pi * np.sin(t)**2,
                        lambda a, b: (np.sin(a)/np.sin(b))**(2*k)
                        / np.sin(b)**2, 0.0, np.pi / 2)


classical_ratio = classical_integral(4) / classical_integral(2)
t_mean = pair_average(lambda t: 4 / np.pi * np.sin(t)**2,
                      lambda a, b: (np.sin(a)**2 + np.sin(b)**2) / 2,
                      0.0, np.pi / 2)
t_var = pair_average(lambda t: 4 / np.pi * np.sin(t)**2,
                     lambda a, b: (np.sin(a)**2 - np.sin(b)**2)**2 / 2,
                     0.0, np.pi / 2)
classical_width = np.sqrt(t_var) / t_mean
assert abs(classical_width - 1 / 3) < 1e-9
print("Orbitals with l = 2 and many nodes, Z = 1:")
for n in (10, 40):
    density = hydrogen_density(n, 2)
    high = 5.0 * n**2
    norm = pair_average(density, lambda a, b: 1.0, 0.0, high, 500)
    assert abs(norm - 1) < 1e-7
    nodal_ratio = (slater_integral(density, 4, 0.0, high, 500)
                   / slater_integral(density, 2, 0.0, high, 500))
    assert nodal_ratio < nodeless_ratio(n)
    print(f"n={n}, l=2: F^4/F^2 = {nodal_ratio:.5f}")
assert abs(nodal_ratio - classical_ratio) < 0.01
assert classical_ratio < 0.9
print(f"Classical limit at fixed l: sigma/R = {classical_width:.5f}, "
      f"F^4/F^2 = {classical_ratio:.5f}")

print("every check passed")
```

Printed output:

```
Model shell: R = 10.0 bohr, full width = 1.0 bohr
mean |r1-r2| = 0.20668 bohr
sigma = 0.18076 bohr
mean |r1-r2|/(2R) = 0.010334
F^0: quadrature 0.098999, linear 0.098967, second order 0.098999 hartree
F^2: quadrature 0.095052, linear 0.094833, second order 0.095062 hartree
F^4: quadrature 0.091343, linear 0.090699, second order 0.091385 hartree
F^2 by quadrature = 2.5865 eV
Shell F^4/F^2: quadrature 0.96098, linear 0.95866
Nodeless hydrogenic orbitals, Z = 1, l = n-1 (ratios dimensionless):
n=3: R=10.5 bohr, sigma/R=0.3780, X=0.20947, F^4/F^2=0.65217, 1-4X=0.16211, 1-9X=-0.88525
n=3: R*F^2 = 0.47692, linear estimate of it = -0.04736
n=4: R=18.0 bohr, sigma/R=0.3333, X=0.18547, F^4/F^2=0.66815, 1-4X=0.25812, 1-9X=-0.66924
n=10: R=105.0 bohr, sigma/R=0.2182, X=0.12239, F^4/F^2=0.72684, 1-4X=0.51046, 1-9X=-0.10147
n=20: R=410.0 bohr, sigma/R=0.1562, X=0.08784, F^4/F^2=0.77450, 1-4X=0.64863, 1-9X=0.20941
n=40: R=1620.0 bohr, sigma/R=0.1111, X=0.06259, F^4/F^2=0.82012, 1-4X=0.74964, 1-9X=0.43668
n=100: R=10050.0 bohr, sigma/R=0.0705, X=0.03977, F^4/F^2=0.87226, 1-4X=0.84092, 1-9X=0.64207
n=1000: R=1000500.0 bohr, sigma/R=0.0224, X=0.01261, F^4/F^2=0.95313, 1-4X=0.94955, 1-9X=0.88649
(2n+1) * error of 1-4X: 7.6180 at n=1000000, limit 7.6338
Smallest n with nodeless F^4/F^2 above 0.9: 182 (ratio 0.90000)
Orbitals with l = 2 and many nodes, Z = 1:
n=10, l=2: F^4/F^2 = 0.70909
n=40, l=2: F^4/F^2 = 0.71244
Classical limit at fixed l: sigma/R = 0.33333, F^4/F^2 = 0.71265
every check passed
```
